# Current Collapse or Self-Heating: Pulsed Tests at Equal Dissipation

**The argument under review.** A transistor is held at a drain voltage of 30 V while it dissipates 3 W per millimetre of gate width. A 0.2 µs pulse to a fixed measuring bias then gives a drain current of 0.585 A/mm. The same pulse applied to a device at rest gives 0.954 A/mm. The manuscript reasons that the dissipation heats the channel, that a hot channel carries less current, and that the 39 % loss is therefore self-heating. It concludes that "current collapse" is another name for self-heating.

The first two steps are sound. The conclusion does not follow, because the two starting states differ in voltage as well as in temperature. The manuscript needs a comparison in which the dissipation is the same and the quiescent voltage is not. What should such a comparison give if heat is the sole cause, and what does it give if charge is trapped? I use "collapse" for a loss of pulsed current caused by stored charge, and answer within a model that contains both effects.

## A model with two memories

Let the device remember its past through the channel temperature $T$ and the occupancy $f$ of one trap level, $0\le f\le1$. For a saturated channel take

$$I=g(T)\,(V_{GS}-V_{T0}-Df),\qquad g(T)=g_0\left(\frac{T}{T_0}\right)^{-m}.$$

Heat reduces the factor $g$; trapped charge shifts the threshold by up to $D$ and so reduces the overdrive. Below threshold, where the bracket is negative, $I=0$. A direct temperature shift of the threshold and off-state leakage are left out. The round parameters are $g_0=0.25$ S/mm, $T_0=300$ K, $m=1.5$, $V_{T0}=-4$ V and $D=1$ V.

The temperature is the base temperature plus the rises of three thermal stages:

$$T=T_b+\sum_i\theta_i,\qquad \tau_i\dot\theta_i=R_iP-\theta_i,\qquad P=V_{DS}I,$$

with $R_i=6,\,8,\,6$ K mm/W and $\tau_i=1,\,30,\,500$ µs. In a steady state $\theta_i=R_iP_Q$, where $Q$ marks quiescent values. With $T_b=300$ K and $P_Q=3$ W/mm,

$$T_Q=T_b+P_Q\sum_iR_i=300+3\times20=360\ \text{K}.$$

The trap obeys

$$\dot f=c(1-f)-ef,\qquad c=c_0e^{V_{DG}/V_0},\qquad e=AT^2e^{-E/kT}.$$

Capture is a phenomenological function of the drain-gate voltage $V_{DG}=V_{DS}-V_{GS}$, with $c_0=0.01$ s⁻¹ and $V_0=2.5$ V. Emission has $E=0.6$ eV and $A=10^6$ s⁻¹K⁻². Setting $\dot f=0$ gives $f_Q=c/(c+e)$.

## What heat alone predicts

Remove the trap by setting $D=0$. Two quiescent states of equal $P_Q$ have equal $\theta_i=R_iP_Q$, whatever their voltages. During the pulse both devices then obey

$$\tau_i\dot\theta_i=R_iV_{DS}\,g\Big(T_b+\sum_j\theta_j\Big)(V_{GS}-V_{T0})-\theta_i ,$$

with the same pulse voltages and the same initial values. The right-hand side is smooth, so the solution is unique and the two currents agree throughout the pulse.

This is the prediction that the manuscript's claim must face. It assumes that equal power means equal channel temperature, a point examined below.

## The comparison with a trap present

Choose state A at 10 V and state B at 30 V, both at 3 W/mm. Their quiescent currents are 0.300 and 0.100 A/mm. Solving the current law for the gate bias gives

$$V_{GSQ}=V_{T0}+Df_Q+\frac{I_Q}{g(T_Q)}.$$

This is an implicit equation, since $f_Q$ depends on $V_{GSQ}$ through $V_{DG}$. With $g(360\ \text{K})=0.190$ S/mm, its numerical root for B is $-4+0.898+0.526=-2.576$ V.

At fixed gate bias, heating empties the trap and can raise the current, so a second steady state is conceivable. A scan of the power balance at B from 300.5 to 650 K finds one steady temperature.

I integrated the coupled equations with an adaptive solver (LSODA), starting from a cold device with an empty trap and holding each bias for 5 s. The pulse goes to $V_{GS}=0$, $V_{DS}=8$ V, and the current is read at its end. Two states without dissipation are included.

| State | $V_{GSQ}$, $V_{DSQ}$ (V) | $T_Q$ (K) | $f_Q$ | $I$ (A/mm) |
|---|---|---|---|---|
| R, rest | −6, 0 | 300 | 0.014 | 0.954 |
| O, off | −6, 30 | 300 | 1.000 | 0.726 |
| A | −2.420, 10 | 360 | 0.003 | 0.749 |
| B | −2.576, 30 | 360 | 0.898 | 0.585 |

States A and B have the same temperature, yet $I_B/I_A=0.781$. The same experiment without the trap gives 0.750 A/mm from both voltages.

States O and A show why the size of a loss does not identify its cause. Relative to rest, O loses 24 % with no dissipation at all, and A loses 21 % with an almost empty trap.

The ratio can be derived. The emission time $1/e$ is 1.94 ms at 360 K, and capture at the pulse bias is slower still, so $f$ is practically frozen for 0.2 µs. With the pulse overdrive $V_{ov}=0-V_{T0}=4$ V, the factor $g(T_Q)$ cancels at the start of the pulse:

$$\frac{I_B}{I_A}=\frac{V_{ov}-Df_B}{V_{ov}-Df_A}=\frac{3.102}{3.997}=0.776.$$

A small correction comes from heating within the pulse. If the power steps from $P_Q$ to a constant $P$, each stage obeys $\theta_i=R_iP+R_i(P_Q-P)e^{-t/\tau_i}$. Subtracting the initial value $R_iP_Q$ and summing gives a rise $Z(t)(P-P_Q)$, where

$$Z(t)=\sum_iR_i\left(1-e^{-t/\tau_i}\right),\qquad Z(0.2\ \text{µs})=1.14\ \text{K mm/W}.$$

Device A dissipates more during the pulse, by

$$\Delta P=V_{DS}\,g(T_Q)D(f_B-f_A)=1.36\ \text{W/mm},$$

and so ends about $1.14\times1.36=1.6$ K hotter than B. Since $g\propto T^{-m}$, to first order the ratio is multiplied by

$$1+\frac{mZ\Delta P}{T_Q}=1+\frac{1.5\times1.56}{360}=1.0065.$$

This gives 0.781, as in the simulation. The collapsed device heats less, so pulse heating slightly hides the collapse.

## Could unequal heating rescue the claim?

Equal total power need not mean equal peak temperature, because a higher drain voltage may concentrate the heat in a narrower strip. First ask how much hotter B would have to be. If heat alone acts, $I_B/I_A=(T_B/T_A)^{-m}$. With $T_A=T_Q$,

$$T_B-T_A=T_Q\left[\left(\frac{I_A}{I_B}\right)^{1/m}-1\right]=64.5\ \text{K}.$$

The temperature rise of B would have to be about 125 K instead of 60 K at the same power. This inversion neglects pulse heating: a heat-only simulation with the base 64.5 K hotter gives a ratio of 0.787, and a base shift of 66.7 K is needed to reach 0.781. An excess stored in the fastest thermal stage partly decays during the pulse and would have to be about 82 K.

Now estimate what a change of source shape can supply. Let a strip of width $w$ release power $P$ per unit length uniformly on a slab of thickness $H$ and conductivity $\kappa$, whose bottom is held at fixed temperature. The surface flux is

$$q(x)=\frac P\pi\int_0^\infty ds\,\frac{\sin(sw/2)}{sw/2}\cos(sx).$$

Each cosine component drives a temperature proportional to $\cos(sx)\sinh[s(H-z)]$, which satisfies Laplace's equation and vanishes at the bottom. At the surface its ratio of temperature to flux is $\tanh(sH)/(\kappa s)$. Setting $x=0$ and substituting $u=sw/2$, $b=2H/w$ gives the peak resistance

$$R_{\rm peak}=\frac{J(b)}{\pi\kappa},\qquad J(b)=\int_0^\infty du\,\tanh(bu)\frac{\sin u}{u^2}.$$

Differentiation with respect to $b$ yields

$$\frac{dJ}{db}=\int_0^\infty du\,\frac{\sin u}{u}\,\mathrm{sech}^2(bu)\simeq\int_0^\infty du\,\mathrm{sech}^2(bu)=\frac1b .$$

The approximation holds for $b\gg1$, where the integrand is confined to small $u$ and $\sin u/u\simeq1$. Hence $J=\ln b+$ constant, and narrowing the strip at fixed $H$ raises the peak by

$$\Delta T=\frac{P}{\pi\kappa}\ln\frac{w_A}{w_B}.$$

For $\kappa=200$ W/(m K), $H=100$ µm and a narrowing from 1.00 to 0.25 µm, this is $3\ln4/(0.2\pi)=6.6$ K. If the whole channel followed the peak, the current at the start of the pulse would fall by 2.7 %. The simulated difference between A and B is 22 %. With these parameters, source shape does not rescue the claim. A real device needs the same estimate with its own geometry.

## Heat also changes the trapping

The authors might reply by multiplying separate heat and trap factors. That predicts

$$I_B\approx\frac{I_OI_A}{I_R}=0.570\ \text{A/mm},$$

which is too low: the simulated current is 2.6 % larger. If $T$ and $f$ are held at their initial values, the factors $g$ cancel in pairs and

$$\frac{I_BI_R}{I_OI_A}=\frac{(V_{ov}-Df_B)(V_{ov}-Df_R)}{(V_{ov}-Df_O)(V_{ov}-Df_A)}=1.031.$$

The remaining 0.4 % is pulse heating, since $f$ barely moves.

The main cause of the excess is that B holds less charge than O. The occupancy is $f_Q=1/(1+e/c)$, and two changes raise $e/c$. Heating raises it 69-fold, since the emission time drops from 133 ms at 300 K to 1.94 ms at 360 K. The lower drain-gate voltage, 32.6 V instead of 36 V, raises it a further 3.9-fold. Neither change alone gives 0.898: at 300 K the lower voltage would still give $f=0.998$, and at 360 K the voltage of O would give $f=0.972$. In this model, where capture depends on $V_{DG}$ alone, self-heating thus lowers $g$ and, at the same time, relieves part of the collapse. In a real device, capture of hot electrons from the channel current can instead add charge in a dissipating state.

## What the recovery adds

The equal-power contrast shows a memory of voltage. In this model that memory must be the trap; in a laboratory, other voltage-dependent memories have to be excluded, and recovery transients help.

Switch a cold device to $V_{GS}=-2$ V, $V_{DS}=3$ V. Without a trap, the current falls from 0.500 to 0.441 A/mm as the channel warms. With an initially full trap, it first dips from 0.250 to 0.237 A/mm within about 0.4 ms, because the channel warms before the trap has emptied. It then rises to 0.440 A/mm, as emission outweighs the warming. The sign of the trap thus shows in the later rise, not in the first fraction of a millisecond. The cold start matters: after a hot quiescent state, cooling could also make the current rise.

Near the end of recovery, a small deviation $\delta f$ obeys

$$\dot{\delta f}=-(c+e)\,\delta f-f_{ss}\frac{de}{dT}\,\delta T .$$

The steady occupancy $f_{ss}$ is about $10^{-3}$ or less here, so the last term, like $c$, changes the rate by only about 0.1 % or less, and the rate is close to $e$. Late rates were extracted from three equally spaced currents. As the base temperature rises from 300 to 330 K, the trap rate grows sixfold, from 58 to 348 s⁻¹. The late rate of the heat-only device changes by 0.6 %, from 2068 to 2056 s⁻¹. This near constancy reflects the fixed $\tau_i$ of the model; for a real device the temperature dependence of the thermal times must be established.

The activation energy is the slope of $\ln(\text{rate}/T^2)$ against $-1/kT$. Using the channel temperature, a straight-line fit returns 0.600 eV. Using the base temperature gives a wrong value, which follows from $d/d(1/kT_b)=-kT_b^2\,d/dT_b$:

$$E_{\rm app}=kT_b^2\frac{d}{dT_b}\ln\frac{e}{T_b^2}=(E+2kT)\left(\frac{T_b}{T}\right)^2\frac{dT}{dT_b}-2kT_b .$$

With a nearly empty trap, $T-T_b\propto g(T)\propto T^{-m}$. Differentiating,

$$\frac{dT}{dT_b}=1-\frac{m(T-T_b)}{T}\frac{dT}{dT_b}
\quad\Rightarrow\quad
\frac{dT}{dT_b}=\left[1+\frac{m(T-T_b)}{T}\right]^{-1}.$$

At $T_b=315$ K the channel is at 340 K, and the formula and the straight-line fit both give about 0.455 eV, agreeing within 0.001 eV. Ignoring 25 K of self-heating here costs about a quarter of the trap energy.

## What a null result would mean

The authors should not reverse the test and infer from equal currents that traps are absent. The contrast depends on $f_B-f_A$, and it vanishes when both voltages fill the trap equally. Quiescent states at 45 and 60 V, again at 3 W/mm, both give 0.566 A/mm, although each lies 24 % below state A.

I therefore ask for pulsed data at equal dissipation that include a quiescent voltage low enough to leave the traps nearly empty, a thermal error estimate for that pair, and recovery transients analysed with the channel temperature. Until then, the data support a loss of pulsed current but do not support assigning all of it to self-heating.
